# Maxwell's Conductivity Formula Realised Exactly by Coated Spheres with Insulating Cores: test program

```python
"""
Result under test: disjoint coated spheres of all sizes that fill space, each
with an insulating core (radius a) in a solid shell (outer radius b), and with
the same phi = (a/b)^3, have the exact effective conductivity
    k_e = k_s * 2 (1 - phi) / (2 + phi),   0 <= phi < 1.
k_s: solid conductivity, k_p: core conductivity (zero in the main result),
G: applied temperature gradient along z, heat flux q = -k grad T.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

sigma = const.Stefan_Boltzmann


def insulating_formula(phi):
    return 2 * (1 - phi) / (2 + phi)


def general_formula(phi, k_s, k_p):
    return (k_s * (2*k_s + k_p - 2*phi*(k_s - k_p))
            / (2*k_s + k_p + phi*(k_s - k_p)))


# ---- One coated sphere: numerical integration of the radial equation ----
def radial_equation(r, y):
    return [y[1], 2*y[0]/r**2 - 2*y[1]/r]


def integrate_radial(r_start, r_end, start):
    sol = solve_ivp(radial_equation, (r_start, r_end), start,
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[:, -1]


def shell_solution(phi, core_ratio=0.0):
    """Amplitude and slope at b = 1; the core has unit gradient at r = a."""
    a = phi**(1/3)
    return integrate_radial(a, 1.0, [a, core_ratio])


porosities = [0.1, 0.3, 0.5, 0.7, 0.9, 0.99]
numerical_ratios = []
for phi in porosities:
    amplitude, slope = shell_solution(phi)
    numerical_ratios.append(slope / amplitude)
    assert abs(slope/amplitude - insulating_formula(phi)) < 1e-7
    # tangential gradient at the pore equator, relative to the applied one
    assert abs(1/amplitude - 3/(2 + phi)) < 1e-7
    for core_ratio in (0.02, 0.5, 4.0):
        amplitude, slope = shell_solution(phi, core_ratio)
        assert abs(slope/amplitude
                   - general_formula(phi, 1.0, core_ratio)) < 1e-7

# limits of the numerical solution at small and large porosity
amplitude, slope = shell_solution(1e-3)
assert abs((1 - slope/amplitude)/1e-3 - 1.5) < 2e-3
amplitude, slope = shell_solution(0.999)
assert abs(slope/amplitude/0.001 - 2/3) < 1e-3


def outside_dipole(phi_sphere, k_medium):
    """Dipole / (applied gradient * b^3), found from the field at r = 2 b."""
    amplitude, slope = shell_solution(phi_sphere)
    value, grad = integrate_radial(1.0, 2.0, [amplitude, slope/k_medium])
    dipole = (value - 2*grad) * 4/3
    applied = (value - dipole/4) / 2
    return dipole / applied


phi = 0.30
ratio = insulating_formula(phi)
dipole_similar = outside_dipole(phi, ratio)
dipole_other = outside_dipole(0.60, ratio)
k_other = insulating_formula(0.60)
assert abs(dipole_similar) < 1e-7
assert abs(dipole_other + (k_other - ratio)/(k_other + 2*ratio)) < 1e-7

# ---- Weak identity and dissipation in an off-centre ball, by quadrature ----
a, b = 0.8*phi**(1/3), 0.8
centre = np.array([0.3, -0.2, 0.5])
p = np.array([0.4, -0.7, 1.1])          # test function v = exp(p . x)
x_gauss, w_gauss = np.polynomial.legendre.leggauss(24)
azimuth = 2*np.pi*(np.arange(32) + 0.5)/32


def ball_points(r_low, r_high):
    r = 0.5*(r_high - r_low)*x_gauss + 0.5*(r_high + r_low)
    wr = 0.5*(r_high - r_low)*w_gauss*r**2
    R, M, F = np.meshgrid(r, x_gauss, azimuth, indexing="ij")
    s = np.sqrt(1 - M**2)
    pts = np.stack([R*s*np.cos(F), R*s*np.sin(F), R*M], axis=-1)
    w = wr[:, None, None]*w_gauss[None, :, None]*(2*np.pi/32)
    return pts, R, np.broadcast_to(w, R.shape)


pts, R, weights = ball_points(a, b)
grad_T = -1.5*a**3*pts[..., 2:3]*pts/R[..., None]**5
grad_T[..., 2] += 1 + 0.5*a**3/R**3
grad_T *= 2/(2 + phi)
v = np.exp((pts + centre) @ p)
weak_shell = np.sum(weights*v*(grad_T @ p))
dissipation = np.sum(weights*np.sum(grad_T**2, axis=-1))
pts, R, weights = ball_points(0.0, b)
weak_uniform = ratio*np.sum(weights*p[2]*np.exp((pts + centre) @ p))
weak_error = abs(weak_shell/weak_uniform - 1)
assert weak_error < 1e-9
assert abs(dissipation/(ratio*4*np.pi*b**3/3) - 1) < 1e-9


# ---- Two unequal coated spheres in a cylinder: finite volumes ----
def solve_cylinder(nr, core_fractions, k_left):
    """Radius 1, length 3, insulated side, end temperatures 0 and 3."""
    h, nz = 1/nr, 3*nr
    r = (np.arange(nr) + 0.5)*h
    z = (np.arange(nz) + 0.5)*h
    k = np.full((nr, nz), float(k_left))
    left = np.ones((nr, nz), dtype=bool)
    for (zc, rb), frac in zip([(0.92, 0.90), (2.40, 0.55)], core_fractions):
        d = np.sqrt(r[:, None]**2 + (z[None, :] - zc)**2)
        k[d < rb] = 1.0
        k[d < rb*frac**(1/3)] = 1e-9    # avoids a singular matrix
        left[d < rb] = False
    index = np.arange(nr*nz).reshape(nr, nz)
    diag = np.zeros((nr, nz))
    rhs = np.zeros((nr, nz))
    g_r = 2*k[1:]*k[:-1]/(k[1:] + k[:-1])*(np.arange(1, nr)*h)[:, None]
    g_z = 2*k[:, 1:]*k[:, :-1]/(k[:, 1:] + k[:, :-1])*r[:, None]
    diag[1:] += g_r
    diag[:-1] += g_r
    diag[:, 1:] += g_z
    diag[:, :-1] += g_z
    diag[:, 0] += 2*r*k[:, 0]
    diag[:, -1] += 2*r*k[:, -1]
    rhs[:, -1] = 2*r*k[:, -1]*3.0
    i1, j1 = index[1:].ravel(), index[:-1].ravel()
    i2, j2 = index[:, 1:].ravel(), index[:, :-1].ravel()
    rows = np.concatenate([index.ravel(), i1, j1, i2, j2])
    cols = np.concatenate([index.ravel(), j1, i1, j2, i2])
    vals = np.concatenate([diag.ravel(), -g_r.ravel(), -g_r.ravel(),
                           -g_z.ravel(), -g_z.ravel()])
    matrix = coo_matrix((vals, (rows, cols))).tocsc()
    T = spsolve(matrix, rhs.ravel(),
                permc_spec="MMD_AT_PLUS_A").reshape(nr, nz)
    k_eff = 4*np.sum(r*k[:, 0]*T[:, 0])
    w = np.broadcast_to(r[:, None], k.shape)[left]
    deviation = (T - z[None, :])[left]
    return k_eff, np.sqrt(np.sum(w*deviation**2)/np.sum(w))


k_coarse, _ = solve_cylinder(60, (phi, phi), ratio)
k_fine, rms_similar = solve_cylinder(120, (phi, phi), ratio)
k_mismatch, rms_mismatch = solve_cylinder(120, (phi, 0.60), ratio)
k_solid, _ = solve_cylinder(120, (phi, phi), 1.0)
# staircase surfaces leave an error of the order of the cell size / radius
assert abs(k_fine/ratio - 1) < 0.015
assert rms_mismatch > 3*rms_similar


def packing_bounds(eps, k_rel):
    return 1/((1 - eps)/k_rel + eps), (1 - eps)*k_rel + eps


eps_cylinder = 1 - 4/3*(0.90**3 + 0.55**3)/3
low_cyl, high_cyl = packing_bounds(eps_cylinder, ratio)
assert 0.99*low_cyl < k_solid < 1.01*high_cyl

# ---- Filling space: cubes outside the first ball of a unit cube ----
n = 40
gap = np.abs((np.arange(n) + 0.5)/n - 0.5) - 0.5/n
dist2 = (gap[:, None, None]**2 + gap[None, :, None]**2
         + gap[None, None, :]**2)
first_left = 1 - np.pi/6
cube_share = np.mean(dist2 >= 0.25)/first_left
assert 0.5 < cube_share < 1
second_left = first_left*(1 - cube_share*np.pi/6)
generations, remainder = 0, 1.0
while remainder > 0.01:
    remainder *= 1 - np.pi/12
    generations += 1

# ---- Worked example: porous titania, rough typical inputs ----
k_s, T0, drop, thickness = 3.0, 1000.0, 100.0, 500e-6
b_max, b_min = 5e-6, 0.1e-6
k_gas, refractive, anisotropy = 0.07, 2.4, 1.4
density, molar_mass, sound = 4200.0, 0.0799, 5500.0
molecule_diameter, pressure = 0.35e-9, const.atm
k_e = k_s*ratio
G = drop/thickness
flux = k_e*G
a_max, a_min = b_max*phi**(1/3), b_min*phi**(1/3)


def percent(k_new):
    return 100*(k_new/k_e - 1)


gas_effect = percent(general_formula(phi, k_s, k_gas))
gas_path = const.k*T0/(np.sqrt(2)*np.pi*molecule_diameter**2*pressure)
assert a_min < gas_path < a_max

# radiation in a black spherical pore, from the surface exchange integral
k_pore_rad = 4*sigma*T0**3*a_max
M, F = np.meshgrid(x_gauss, azimuth, indexing="ij")
S = np.sqrt(1 - M**2)
normals = np.stack([S*np.cos(F), S*np.sin(F), M], axis=-1).reshape(-1, 3)
areas = np.repeat(w_gauss*2*np.pi/32, 32)
wall_drop = 0.1                          # K, gradient times pore radius
emission = sigma*(T0 + wall_drop*normals[:, 2])**4
mu_r, w_r = np.polynomial.legendre.leggauss(9)
moment = 0.0
for mu, w in zip(mu_r, w_r):
    receiver = np.array([np.sqrt(1 - mu**2), 0.0, mu])
    line = normals - receiver
    s2 = np.sum(line**2, axis=1)
    cos_receiver = -(line @ receiver)/np.sqrt(s2)
    cos_emitter = np.sum(line*normals, axis=1)/np.sqrt(s2)
    incident = np.sum(areas*emission*cos_receiver*cos_emitter/(np.pi*s2))
    moment += w*mu*(sigma*(T0 + wall_drop*mu)**4 - incident)
k_exchange = 1.5*moment*a_max/wall_drop
assert abs(k_exchange/k_pore_rad - 1) < 1e-5
pore_rad_effect = percent(general_formula(phi, k_s, k_pore_rad))

# photon diffusion in translucent solid, from the Planck energy density
photon_path = 4*a_max/(3*phi)
k_photon = 16*refractive**2*sigma*T0**3*photon_path/3
planck = quad(lambda x: x**3/np.expm1(x) if x > 0 else 0.0, 0, 100)[0]


def photon_energy(T):
    return (8*np.pi*refractive**3*(const.k*T)**4*planck
            / (const.h*const.c)**3)


heat_capacity = (photon_energy(T0 + 1) - photon_energy(T0 - 1))/2
k_diffusion = heat_capacity*const.c/refractive*photon_path/3
assert abs(k_diffusion/k_photon - 1) < 1e-5
photon_effect = 100*k_photon/k_e

# solid conductivity proportional to 1/T across the layer
T1, T2 = T0 - drop/2, T0 + drop/2
mean_k = quad(lambda T: k_e*T0/T, T1, T2)[0]/drop
assert abs(mean_k/(k_e*T0*np.log(T2/T1)/drop) - 1) < 1e-10

# random crystal axes: direction averages of conductivity and resistivity
tensor = np.diag([1.0, 1.0, anisotropy])
upper_axis = np.sum(areas*np.einsum("ni,ij,nj->n", normals, tensor,
                                    normals))/(4*np.pi)
lower_axis = 4*np.pi/np.sum(areas*np.einsum(
    "ni,ij,nj->n", normals, np.linalg.inv(tensor), normals))
assert abs(upper_axis - (2 + anisotropy)/3) < 1e-10
assert abs(lower_axis - 3/(2 + 1/anisotropy)) < 1e-10

# phonon path from kinetic theory with the classical heat capacity
heat_solid = 3*const.k*3*density*const.N_A/molar_mass
phonon_path = 3*k_s/(heat_solid*sound)
thin_shell = b_min - a_min
low_1, high_1 = packing_bounds(0.01, ratio)

print("k_e/k_s from radial integration and from formula:")
for value, numeric in zip(porosities, numerical_ratios):
    print(f"  phi={value:.2f}: {numeric:.5f}  {insulating_formula(value):.5f}")
print(f"outside dipole/(G b^3), similar sphere: {abs(dipole_similar):.0e}")
print(f"outside dipole/(G b^3), phi=0.60 sphere: {dipole_other:.4f}")
print(f"weak identity, relative error: {weak_error:.0e}")
print(f"cylinder k/k_s, 60 cells per radius: {k_coarse:.4f}")
print(f"cylinder k/k_s, 120 cells per radius: {k_fine:.4f}")
print(f"cylinder mesh shift: {100*(k_fine/k_coarse - 1):.2f} %")
print(f"cylinder minus formula: {100*(k_fine/ratio - 1):.2f} %")
print(f"cylinder k/k_s, one mismatched sphere: {k_mismatch:.4f}")
print(f"outside rms disturbance, similar: {rms_similar:.5f} cyl. radius*G")
print(f"outside rms disturbance, mismatch: {rms_mismatch:.5f} cyl. radius*G")
print(f"cylinder leftover fraction: {eps_cylinder:.4f}")
print(f"solid leftover k/k_s: {k_solid:.4f}")
print(f"  its bounds: {low_cyl:.4f} to {high_cyl:.4f}")
print(f"unit cube left after first ball: {first_left:.4f}")
print(f"share of remainder in small cubes: {cube_share:.4f}")
print(f"unit cube left after second generation: {second_left:.4f}")
print(f"generations that guarantee below 1 % left: {generations}")
print(f"input k_s: {k_s:.1f} W/(m K), porosity: {phi:.2f}")
print(f"input T: {T0:.0f} K, drop: {drop:.0f} K")
print(f"input thickness: {thickness*1e6:.0f} um")
print(f"input outer radii: {b_min*1e6:.1f} to {b_max*1e6:.1f} um")
print(f"pore radii: {a_min*1e6:.4f} to {a_max*1e6:.3f} um")
print(f"k_e: {k_e:.4f} W/(m K)")
print(f"applied gradient: {G*1e-6:.3f} K/um")
print(f"largest local gradient: {3*G/(2 + phi)*1e-6:.4f} K/um")
print(f"heat flux, porous: {flux*1e-6:.4f} MW/m^2")
print(f"heat flux, dense: {k_s*G*1e-6:.4f} MW/m^2")
print(f"input oxygen conductivity: {k_gas:.2f} W/(m K)")
print(f"input O2 diameter: {molecule_diameter*1e9:.2f} nm, at 1 atm")
print(f"oxygen mean free path: {gas_path*1e6:.3f} um")
print(f"oxygen changes k_e by: {gas_effect:+.2f} %")
print(f"pore radiation k_p, largest pore: {k_pore_rad:.5f} W/(m K)")
print(f"pore radiation changes k_e by: {pore_rad_effect:+.3f} %")
print(f"input refractive index: {refractive:.1f}")
print(f"photon path: {photon_path*1e6:.1f} um, k: {k_photon:.4f} W/(m K)")
print(f"photon diffusion relative to k_e: {photon_effect:.1f} %")
print(f"1/T law changes mean k_e by: {percent(mean_k):+.3f} %")
print(f"input crystal conductivity ratio: {anisotropy:.1f}")
print(f"anisotropy bounds differ by: {100*(upper_axis/lower_axis - 1):.2f} %")
print(f"input density: {density:.0f} kg/m^3, sound: {sound:.0f} m/s")
print(f"input molar mass: {molar_mass*1e3:.1f} g/mol")
print(f"phonon path: {phonon_path*1e9:.2f} nm")
print(f"thinnest shell: {thin_shell*1e9:.1f} nm")
print(f"phonon path/thinnest shell: {100*phonon_path/thin_shell:.2f} %")
print(f"1 % solid leftover, k: {k_s*low_1:.4f} to {k_s*high_1:.4f} W/(m K)")
print("verified")
```

Output:

```
k_e/k_s from radial integration and from formula:
  phi=0.10: 0.85714  0.85714
  phi=0.30: 0.60870  0.60870
  phi=0.50: 0.40000  0.40000
  phi=0.70: 0.22222  0.22222
  phi=0.90: 0.06897  0.06897
  phi=0.99: 0.00669  0.00669
outside dipole/(G b^3), similar sphere: 4e-12
outside dipole/(G b^3), phi=0.60 sphere: 0.1974
weak identity, relative error: 7e-16
cylinder k/k_s, 60 cells per radius: 0.6055
cylinder k/k_s, 120 cells per radius: 0.6071
cylinder mesh shift: 0.27 %
cylinder minus formula: -0.26 %
cylinder k/k_s, one mismatched sphere: 0.5806
outside rms disturbance, similar: 0.00042 cyl. radius*G
outside rms disturbance, mismatch: 0.04777 cyl. radius*G
cylinder leftover fraction: 0.6021
solid leftover k/k_s: 0.8258
  its bounds: 0.7963 to 0.8443
unit cube left after first ball: 0.4764
share of remainder in small cubes: 0.8766
unit cube left after second generation: 0.2577
generations that guarantee below 1 % left: 16
input k_s: 3.0 W/(m K), porosity: 0.30
input T: 1000 K, drop: 100 K
input thickness: 500 um
input outer radii: 0.1 to 5.0 um
pore radii: 0.0669 to 3.347 um
k_e: 1.8261 W/(m K)
applied gradient: 0.200 K/um
largest local gradient: 0.2609 K/um
heat flux, porous: 0.3652 MW/m^2
heat flux, dense: 0.6000 MW/m^2
input oxygen conductivity: 0.07 W/(m K)
input O2 diameter: 0.35 nm, at 1 atm
oxygen mean free path: 0.250 um
oxygen changes k_e by: +1.94 %
pore radiation k_p, largest pore: 0.00076 W/(m K)
pore radiation changes k_e by: +0.021 %
input refractive index: 2.4
photon path: 14.9 um, k: 0.0259 W/(m K)
photon diffusion relative to k_e: 1.4 %
1/T law changes mean k_e by: +0.083 %
input crystal conductivity ratio: 1.4
anisotropy bounds differ by: 2.54 %
input density: 4200 kg/m^3, sound: 5500 m/s
input molar mass: 79.9 g/mol
phonon path: 0.42 nm
thinnest shell: 33.1 nm
phonon path/thinnest shell: 1.26 %
1 % solid leftover, k: 1.8333 to 1.8378 W/(m K)
verified
```
